# Where d⁶ spin-crossover states lie on the Tanabe–Sugano diagram: test program

```python
# Result under test: for octahedral d6 with 10Dq = D(r) ~ r^-n, a spin-crossover complex
# has D_H < Dc < D_L; the Tanabe-Sugano crossing Dc is met only between the two wells.
# B, C Racah parameters (A=0); S=0 low spin (L), S=2 high spin (H); ne = e-orbital count;
# g(D)=E_H-E_L at fixed geometry; V(r)=a/r^m-b/r; dE = relaxed HS-LS energy difference;
# lam = reorganization energies; s scales D, kap scales V. Energies cm^-1, lengths angstrom.
import numpy as np
from itertools import combinations
from scipy.special import eval_legendre
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import fixed_quad
from scipy import constants as sc
from pyscf import gto
from pyscf.fci import direct_spin1

HA = sc.physical_constants['hartree-inverse meter relationship'][0]/100
BOHR = sc.physical_constants['Bohr radius'][0]*1e10
JCM = sc.h*sc.c*100
KB = sc.k/JCM
B, C, n, m, rL, rH, dE = 900., 3600., 5.5, 9, 2.0, 2.2, 1200.
wL, wH, nmode = 320., 240., 15

# Coulomb integrals over real d orbitals (xy,xz,yz | x2-y2,z2) by exact angular quadrature
ct, wt = np.polynomial.legendre.leggauss(6)
ph = 2*np.pi*np.arange(12)/12
z = np.repeat(ct, 12); st = np.sqrt(1-z*z)
x, y = st*np.tile(np.cos(ph), 6), st*np.tile(np.sin(ph), 6)
w = np.repeat(wt, 12)*2*np.pi/12
c1 = np.sqrt(15/(4*np.pi))
d = np.array([c1*x*y, c1*x*z, c1*y*z, c1/2*(x*x-y*y), np.sqrt(5/(16*np.pi))*(3*z*z-1)])
rho = np.einsum('pi,qi,i->pqi', d, d, w)
assert np.allclose(rho.sum(2), np.eye(5), atol=1e-12)
cosg = np.clip(np.outer(x, x)+np.outer(y, y)+np.outer(z, z), -1, 1)
def eri(b_, c_):
    F = {0: 49*c_/35, 2: 49*(b_+c_/7), 4: 441*c_/35}
    ker = sum(F[k]*eval_legendre(k, cosg) for k in F)
    return np.ascontiguousarray(np.einsum('pqj,rsj->pqrs', rho @ ker, rho))

dets = [sum(1 << i for i in o) for o in combinations(range(10), 6)]
idx = {t: i for i, t in enumerate(dets)}
def hop(p, q):
    M = np.zeros((210, 210))
    for j, t in enumerate(dets):
        if t >> q & 1:
            u = t ^ (1 << q)
            if not u >> p & 1:
                par = bin(t & ((1 << q)-1)).count('1')+bin(u & ((1 << p)-1)).count('1')
                M[idx[u | (1 << p)], j] = (-1)**par
    return M
E = np.array([[hop(p, q)+hop(p+5, q+5) for q in range(5)] for p in range(5)])
def hee(b_, c_):
    g_ = eri(b_, c_)
    T = np.tensordot(g_, E, axes=([2, 3], [0, 1]))
    H = 0.5*sum(E[p, q] @ T[p, q] for p in range(5) for q in range(5))
    return H-0.5*np.tensordot(np.einsum('pqqs->ps', g_), E, axes=([0, 1], [0, 1]))
it = idx[0b0011100111]
for b_, c_ in [(1., 0.), (0., 1.), (1., 3.3), (B, C)]:
    H = hee(b_, c_)
    assert np.isclose(H[it, it], -30*b_+15*c_)
    assert np.isclose(H[it] @ H[it]-H[it, it]**2, 6*(2*b_+c_)**2+24*b_**2)
Ne = E[3, 3]+E[4, 4]
assert np.allclose(np.delete(H[it]*(np.diag(Ne)-2), it), 0, atol=1e-6)
Sz = np.array([bin(t & 31).count('1')-3. for t in dets])
Sp = sum(hop(p, p+5) for p in range(5))
S2 = Sp.T @ Sp+np.diag(Sz*Sz+Sz)
blk = {}
for S in (0, 1, 2):
    sel = np.where(Sz == S)[0]
    ev, U = np.linalg.eigh(S2[np.ix_(sel, sel)])
    U = U[:, abs(ev-S*(S+1)) < 1e-8]
    blk[S] = (U.T @ H[np.ix_(sel, sel)] @ U, U.T @ Ne[np.ix_(sel, sel)] @ U)
assert [len(blk[S][0]) for S in (0, 1, 2)] == [50, 45, 5]
def levels(S, D):
    return np.linalg.eigvalsh(blk[S][0]+D*blk[S][1])-2.4*D
def neL(D):
    v = np.linalg.eigh(blk[0][0]+D*blk[0][1])[1][:, 0]
    return v @ blk[0][1] @ v
def g(D):
    return levels(2, D)[0]-levels(0, D)[0]
def pyscf_spectrum(D):
    # full Ms=0 Hamiltonian, column by column from pyscf's H|c>, diagonalized exactly
    h1 = np.diag([-.4, -.4, -.4, .6, .6])*D
    h2 = direct_spin1.absorb_h1e(h1, eri(B, C), 5, (3, 3), 0.5)
    cols = []
    for j in range(100):
        unit = np.zeros(100); unit[j] = 1.
        hc = direct_spin1.contract_2e(h2, unit.reshape(10, 10), 5, (3, 3))
        cols.append(np.array(hc).ravel())
    Hp = np.array(cols).T
    assert np.allclose(Hp, Hp.T, atol=1e-7)
    return np.linalg.eigvalsh(Hp)

W = 6*(2*B+C)**2+24*B**2
Pi0 = 2.5*B+4*C
for D in (5000., 12000., 20000.):
    q5 = levels(2, D)
    assert np.allclose(q5[:3], -35*B+7*C-0.4*D) and np.allclose(q5[3:]-q5[0], D)
    own = np.sort(np.concatenate([levels(S, D) for S in (0, 1, 2)]))
    assert np.max(abs(own-pyscf_spectrum(D))) < 1e-6
big = 2000*B   # remaining error is of relative order B/D
l0 = levels(0, big)
assert abs((-30*B+15*C-2.4*big-l0[0])*2*big/W-1) < 0.02
assert abs(l0[1]-l0[0]-big+C) < 0.2*B and abs(levels(1, big)[0]-l0[0]-big+3*C) < 0.2*B
Dc = brentq(g, 5000, Pi0+1)
assert Dc < Pi0
for D in (9000., Dc, 22000.):
    assert abs((g(D+1)-g(D-1))/2-(2-neL(D))) < 1e-5 and 0 < neL(D) < 2
nes = [neL(D) for D in np.linspace(8000, 25000, 30)]
assert np.all(np.diff(nes) < 0)

# point-charge field from pyscf integrals over one Gaussian d shell (atomic units, q=1)
alpha = 1.5
mol = gto.M(atom='He 0 0 0', basis={'He': [[2, [alpha, 1.0]]]}, unit='Bohr', verbose=0)
assert np.allclose(mol.intor('int1e_ovlp'), np.eye(5), atol=1e-10)
def split(R):
    M = np.zeros((5, 5))
    for v in np.vstack([np.eye(3), -np.eye(3)])*R:
        with mol.with_rinv_origin(v):
            M += mol.intor('int1e_rinv')
    e_ = np.linalg.eigvalsh(M)
    assert np.ptp(e_[:3]) < 1e-9 and np.ptp(e_[3:]) < 1e-9
    return e_[3]-e_[0]
r4 = 4.5*3.5/(2*alpha)**2
pcL, pcH = split(rL/BOHR), split(rH/BOHR)
assert abs(pcL/(5/3*r4/(rL/BOHR)**5)-1) < 1e-4 and abs(pcL/pcH/(rH/rL)**5-1) < 1e-4

class Model:
    def __init__(self, n_, m_):
        self.n, self.m = n_, m_
        self.setup(brentq(self.setup, 6000, 20000))
    def setup(self, DH):
        self.DH = DH
        DL = self.D(rL)
        A = [[-self.m*r**(-self.m-1), r**-2] for r in (rL, rH)]
        rhs = [(neL(DL)-2.4)*self.n*DL/rL, -0.4*self.n*DH/rH]
        self.a, self.b = np.linalg.solve(A, rhs)
        return self.En(2, rH)-self.En(0, rL)-dE
    def D(self, r, s=1.):
        return s*self.DH*(rH/r)**self.n
    def En(self, S, r, s=1., kap=1.):
        return kap*(self.a/r**self.m-self.b/r)+levels(S, self.D(r, s))[0]
    def relax(self, S, s=1., kap=1.):
        o = minimize_scalar(lambda r: self.En(S, r, s, kap), bounds=(1.7, 2.6),
                            method='bounded', options={'xatol': 1e-10})
        return o.x, o.fun
    def gap(self, s=1., kap=1.):
        return self.relax(2, s, kap)[1]-self.relax(0, s, kap)[1]

scan = []
for n_, m_ in [(5., 9), (6., 9), (5., 12), (6., 12), (n, m)]:
    M = Model(n_, m_)
    (r0_, eL), (r2_, eH) = M.relax(0), M.relax(2)
    assert abs(r0_-rL) < 1e-5 and abs(r2_-rH) < 1e-5 and abs(eH-eL-dE) < 1e-2
    assert M.D(rH) < 0.9*Dc and M.D(rL) > 1.2*Dc and M.relax(1)[1] > eH
    scan.append((n_, m_, M.D(rH)/Dc, M.D(rL)/Dc))
DH, DL = M.D(rH), M.D(rL)
lamH, lamL = M.En(2, rL)-eH, M.En(0, rH)-eL
slope = lambda Ds: np.array([2-neL(t) for t in Ds])
assert abs(fixed_quad(slope, Dc, DL, n=12)[0]-(lamH+dE)) < 0.05
assert abs(fixed_quad(slope, DH, Dc, n=12)[0]-(lamL-dE)) < 0.05
assert DL-Dc >= (lamH+dE)/2 and Dc-DH >= (lamL-dE)/2
rc = brentq(lambda r: M.En(2, r)-M.En(0, r), rL, rH)
assert abs(rc-rH*(DH/Dc)**(1/n)) < 1e-8
curv = lambda S, r, h=1e-3: (M.En(S, r+h)-2*M.En(S, r)+M.En(S, r-h))/h**2
KL, KH = curv(0, rL), curv(2, rH)
rT, eT = M.relax(1)
sing = levels(0, DL)
assert sing[1]-sing[0] > 1000 and np.ptp(sing[1:4]) < 1e-5
Drigid = brentq(lambda D: g(D)-dE, Dc, DL)
sens = -0.4*DH+(2.4-neL(DL))*DL
assert abs((M.gap(np.exp(1e-3))-M.gap(np.exp(-1e-3)))/2e-3/sens-1) < 1e-3
def switch(kap, lo, hi):
    s = brentq(lambda t: M.gap(t, kap), lo, hi, xtol=1e-11)
    return s, M.D(M.relax(2, s, kap)[0], s), M.D(M.relax(0, s, kap)[0], s)
s0, DHs, DLs = switch(1., 0.8, 1.2)
ground = []
for s in np.linspace(0.7, 1.3, 25):
    ground.append(M.D(min(M.relax(0, s), M.relax(2, s), key=lambda t: t[1])[0], s))
assert np.all(np.diff(ground) > 0) and DHs < Dc < DLs
assert not any(DHs < t < DLs for t in ground)
sf = 1.4   # ordering must fail once dE exceeds lam_L
rf = M.relax(2, sf)[0]
lamf = M.En(0, rf, sf)-M.relax(0, sf)[1]
assert M.gap(sf) > lamf and M.D(rf, sf) > Dc
r0 = (m*M.a/M.b)**(1/(m-1))
V2 = m*(m+1)*M.a/r0**(m+2)-2*M.b/r0**3
_, h10, l10 = switch(10., 0.8, 2.0)
_, h200, l200 = switch(200., 0.8, 2.0)
pred = n*n*(2-neL(Dc))*Dc/(200*V2*r0**2)
assert abs(np.log(l200/h200)/pred-1) < 0.03   # correction is of order 1/kap
assert h200 < Dc < l200 and l200/h200 < l10/h10 < DLs/DHs

def dG(T):
    kT = KB*T
    vib = (wH-wL)/2+kT*np.log((1-np.exp(-wH/kT))/(1-np.exp(-wL/kT)))
    return dE+nmode*vib-kT*np.log(15)
Th = brentq(dG, 20, 900); kT = KB*Th
lv = np.arange(300)+0.5
zL, zH = np.exp(-wL*lv/kT), np.exp(-wH*lv/kT)
Keq = 15*np.exp(-dE/kT)*(zH.sum()/zL.sum())**nmode
dH = dE+nmode*(wH*lv @ zH/zH.sum()-wL*lv @ zL/zL.sum())
dS = -(dG(Th+0.01)-dG(Th-0.01))/0.02
assert abs(Keq/(1+Keq)-0.5) < 1e-9 and abs(dH-Th*dS) < 1e-3
assert min(lamL-dE, lamH+dE, M.En(0, rc)-eH) > 5*kT

P = print
P(f"inputs: B={B:.0f} C={C:.0f} dE={dE:.0f} cm-1; n={n} m={m}; rL={rL} rH={rH} A")
P(f"modes: {nmode} x wL={wL:.0f}, wH={wH:.0f} cm-1")
for k in (5, 5.5, 6):
    P(f"(rH/rL)^{k} = {(rH/rL)**k:.3f}")
P(f"exponent giving ratio 1.7: {np.log(1.7)/np.log(rH/rL):.2f}")
P(f"point charge q=1, alpha={alpha} bohr-2: <r4>={r4:.3f} bohr4")
P(f"point charge 10Dq: {pcL*HA:.0f} at rL, {pcH*HA:.0f} at rH cm-1, ratio {pcL/pcH:.4f}")
P(f"Pi0 = {Pi0:.0f} cm-1; W/B^2 = {W/B**2:.0f}")
P(f"Dc = {Dc:.0f} cm-1 = {Dc/HA:.4f} Ha; Dc/B = {Dc/B:.2f}")
P(f"a = {M.a:.4e} cm-1 A^{m}; b = {M.b:.4e} cm-1 A")
P(f"D_H = {DH:.0f} cm-1 = {DH/HA:.4f} Ha; D_H/Dc = {DH/Dc:.3f}")
P(f"D_L = {DL:.0f} cm-1 = {DL/HA:.4f} Ha; D_L/Dc = {DL/Dc:.3f}")
P(f"Dc-D_H = {Dc-DH:.0f}, D_L-Dc = {DL-Dc:.0f} cm-1")
P(f"bounds: (lamL-dE)/2 = {(lamL-dE)/2:.0f}, (lamH+dE)/2 = {(lamH+dE)/2:.0f} cm-1")
P(f"<ne>_L at D_H, Dc, D_L = {neL(DH):.3f}, {neL(Dc):.3f}, {neL(DL):.3f}")
P(f"CI lowering of 1A1 at Dc = {-30*B+15*C-2.4*Dc-levels(0, Dc)[0]:.0f} cm-1")
P(f"CI lowering of 1A1 at D_L = {-30*B+15*C-2.4*DL-sing[0]:.0f} cm-1")
P(f"lam_H = {lamH:.0f}, lam_L = {lamL:.0f} cm-1")
P(f"g(D_L) = {g(DL):.0f}, g(D_H) = {g(DH):.0f} cm-1")
P(f"K_L = {KL:.3e}, K_H = {KH:.3e} cm-1/A^2")
P(f"per bond K/6: LS {KL/6*JCM*1e20:.0f}, HS {KH/6*JCM*1e20:.0f} N/m")
P(f"harmonic K dr^2/2: HS {KH*(rH-rL)**2/2:.0f}, LS {KL*(rH-rL)**2/2:.0f} cm-1")
P(f"rc = {rc:.4f} A")
P(f"crossing above LS min {M.En(0, rc)-eL:.0f}, above HS min {M.En(0, rc)-eH:.0f} cm-1")
P(f"relaxed triplet: r = {rT:.3f} A, {eT-eL:.0f} cm-1 above LS min")
P(f"bands: 5T2-5E at rH {levels(2, DH)[3]-levels(2, DH)[0]:.0f} cm-1")
P(f"bands: 1A1-1T1 at rL {sing[1]-sing[0]:.0f} cm-1; D_L-C = {DL-C:.0f} cm-1")
P(f"rigid model g=dE: D = {Drigid:.0f} cm-1, D/Dc = {Drigid/Dc:.3f}")
P(f"d dE/d ln s = {sens:.0f} cm-1; per 1 percent {sens/100:.0f} cm-1")
P(f"dE=0 at s = {s0:.4f}: empty range {DHs:.0f} to {DLs:.0f} cm-1, ratio {DLs/DHs:.3f}")
P(f"s={sf}: dE={M.gap(sf):.0f}, lam_L={lamf:.0f} cm-1, D_H/Dc={M.D(rf, sf)/Dc:.3f}")
P(f"bare V: r0 = {r0:.4f} A, V'' = {V2:.3e} cm-1/A^2")
P(f"kap=10: D_H/Dc={h10/Dc:.4f}, D_L/Dc={l10/Dc:.4f}")
P(f"kap=200: D_H/Dc={h200/Dc:.4f}, D_L/Dc={l200/Dc:.4f}")
P(f"kap=200: ln ratio {np.log(l200/h200):.5f}, formula {pred:.5f}")
for t in scan[:4]:
    P(f"scan n={t[0]:.0f} m={t[1]}: D_H/Dc={t[2]:.3f}, D_L/Dc={t[3]:.3f}")
P(f"zero-point gap dE0 = {dE+nmode*(wH-wL)/2:.0f} cm-1")
P(f"T1/2 = {Th:.1f} K; kT = {kT:.1f} cm-1; dH = {dH:.0f} cm-1")
P(f"dS = {dS*JCM*sc.N_A:.1f} J/(mol K); electronic R ln15 = {sc.R*np.log(15):.1f} J/(mol K)")
P(f"|g|/kT: LS geometry {g(DL)/kT:.0f}, HS geometry {-g(DH)/kT:.0f}")
P("all tests passed")
```

Printed output:

```
inputs: B=900 C=3600 dE=1200 cm-1; n=5.5 m=9; rL=2.0 rH=2.2 A
modes: 15 x wL=320, wH=240 cm-1
(rH/rL)^5 = 1.611
(rH/rL)^5.5 = 1.689
(rH/rL)^6 = 1.772
exponent giving ratio 1.7: 5.57
point charge q=1, alpha=1.5 bohr-2: <r4>=1.750 bohr4
point charge 10Dq: 830 at rL, 515 at rH cm-1, ratio 1.6105
Pi0 = 16650 cm-1; W/B^2 = 240
Dc = 15329 cm-1 = 0.0698 Ha; Dc/B = 17.03
a = 2.5058e+07 cm-1 A^9; b = 3.5219e+05 cm-1 A
D_H = 12145 cm-1 = 0.0553 Ha; D_H/Dc = 0.792
D_L = 20515 cm-1 = 0.0935 Ha; D_L/Dc = 1.338
Dc-D_H = 3184, D_L-Dc = 5186 cm-1
bounds: (lamL-dE)/2 = 3047, (lamH+dE)/2 = 5015 cm-1
<ne>_L at D_H, Dc, D_L = 0.096, 0.077, 0.057
CI lowering of 1A1 at Dc = 2642 cm-1
CI lowering of 1A1 at D_L = 2300 cm-1
lam_H = 8829, lam_L = 7294 cm-1
g(D_L) = 10029, g(D_H) = -6094 cm-1
K_L = 5.740e+05, K_H = 2.839e+05 cm-1/A^2
per bond K/6: LS 190, HS 94 N/m
harmonic K dr^2/2: HS 5679, LS 11480 cm-1
rc = 2.1088 A
crossing above LS min 2629, above HS min 1429 cm-1
relaxed triplet: r = 2.100 A, 8046 cm-1 above LS min
bands: 5T2-5E at rH 12145 cm-1
bands: 1A1-1T1 at rL 18396 cm-1; D_L-C = 16915 cm-1
rigid model g=dE: D = 15952 cm-1, D/Dc = 1.041
d dE/d ln s = 43212 cm-1; per 1 percent 432 cm-1
dE=0 at s = 0.9719: empty range 11769 to 19578 cm-1, ratio 1.664
s=1.4: dE=21284, lam_L=16618 cm-1, D_H/Dc=1.158
bare V: r0 = 2.2429 A, V'' = 2.497e+05 cm-1/A^2
kap=10: D_H/Dc=0.9663, D_L/Dc=1.0346
kap=200: D_H/Dc=0.9982, D_L/Dc=1.0018
kap=200: ln ratio 0.00354, formula 0.00355
scan n=5 m=9: D_H/Dc=0.810, D_L/Dc=1.304
scan n=6 m=9: D_H/Dc=0.776, D_L/Dc=1.374
scan n=5 m=12: D_H/Dc=0.799, D_L/Dc=1.286
scan n=6 m=12: D_H/Dc=0.762, D_L/Dc=1.350
zero-point gap dE0 = 600 cm-1
T1/2 = 208.6 K; kT = 145.0 cm-1; dH = 857 cm-1
dS = 49.1 J/(mol K); electronic R ln15 = 22.5 J/(mol K)
|g|/kT: LS geometry 69, HS geometry 42
all tests passed
```
